# Equivalent Peak-Temperature Time for a Spike Anneal

Suppose a wafer is heated from 900 K to 1300 K and cooled back to 900 K, and the whole excursion lasts 6.6 s. A dopant diffuses by an activated process, and its spreading is to be estimated. Multiplying the diffusivity at 1300 K by 6.6 s gives a diffusion length of 4.2 nm for the parameters used below. Integrating the diffusivity along the actual temperature curve gives 1.3 nm. The first estimate treats every second as if it were spent at the peak, although the process is already more than ten times slower a hundred kelvin lower. What is needed is the time at the peak temperature that would do the same work as the spike.

## What "the same work" means

Let the process have the rate

\[
k(T)=k_0\,e^{-E/(k_BT)},
\]

with one activation energy \(E\), a constant prefactor \(k_0\) and absolute temperature \(T\). Let \(T_p\) be the highest temperature reached. The equivalent time \(t_{eq}\) is defined by

\[
k(T_p)\,t_{eq}=\int k(T(t))\,dt .
\]

Dividing by \(k(T_p)\) gives

\[
t_{eq}=\int w(T(t))\,dt,\qquad
w(T)=\exp\!\left[-\frac{E}{k_B}\left(\frac1T-\frac1{T_p}\right)\right].
\]

The weight \(w\) is 1 at the peak and smaller elsewhere.

This definition is useful when the final state depends on the temperature history through the integral alone. For a reaction \(dX/dt=k(T)f(X)\), with \(f\) nonzero along the path, separation of variables gives

\[
\int_{X_0}^{X_1}\frac{dX}{f(X)}=\int k(T(t))\,dt=k(T_p)\,t_{eq}.
\]

The spike and an isothermal anneal of duration \(t_{eq}\) at \(T_p\) then give the same \(X_1\), whatever the reaction order.

For diffusion with \(\partial C/\partial t=D(T)\,\partial^2C/\partial z^2\), define \(s=\int D\,dt\). Since \(\partial C/\partial t=D\,\partial C/\partial s\), the factor \(D\) cancels and \(\partial C/\partial s=\partial^2C/\partial z^2\). If the boundary conditions neither depend on temperature nor introduce a time scale of their own (a surface concentration pinned to a temperature-dependent solubility is excluded, for example), the profile depends on \(s=D(T_p)\,t_{eq}\) alone.

The condition on \(D\) matters after ion implantation. If the diffusivity also follows a population of implantation defects that decays during the anneal, it is not a function of temperature alone, and \(t_{eq}\) computed from the temperature curve no longer determines the profile. A similar limit applies at high doping. Above the intrinsic carrier concentration, the diffusivity can also depend on the ratio of dopant to intrinsic concentration, and the latter changes with temperature. The activation energy measured at low doping then no longer fixes \(t_{eq}\).

## Simplest case: one linear ramp

Let the sample reach \(T_p\) instantly and then cool at the constant rate \(r_c>0\). Measure the depth below the peak by \(\theta=T_p-T=r_ct\). Without approximation,

\[
\frac1T-\frac1{T_p}=\frac{T_p-T}{T\,T_p}=\frac{\theta}{T\,T_p}.
\]

Close to the peak, \(T\) in the denominator may be replaced by \(T_p\). The weight becomes

\[
w\approx e^{-\theta/\delta},\qquad \delta=\frac{k_BT_p^2}{E}.
\]

The width \(\delta\) is the temperature drop that reduces the rate by a factor of about \(e\). With \(dt=d\theta/r_c\), and with the ramp extended to large depth because the weight is negligible there,

\[
t_{eq}\approx\frac1{r_c}\int_0^\infty e^{-\theta/\delta}\,d\theta=\frac{\delta}{r_c}.
\]

The replacement is justified if \(\delta\ll T_p\). In terms of

\[
x=\frac{E}{k_BT_p},\qquad \delta=\frac{T_p}{x},
\]

this means \(x\gg1\).

## Both sides of the peak

Now let the temperature rise at \(r_h>0\) before the peak. On that side \(\theta=r_h|t|\), and the same integral gives \(\delta/r_h\). The contributions add:

\[
t_{eq}\approx\frac{k_BT_p^2}{E}\left(\frac1{r_h}+\frac1{r_c}\right).
\]

This is the required result, at leading order in \(1/x\). Its meaning can be read directly: a linear ramp needs a time \(\delta/r\) to cross the interval \(\delta\), so at this order \(t_{eq}\) is the time spent within \(\delta\) of the peak.

Two special cases check the form. For \(r_h\to\infty\) the one-ramp result returns. For equal rates \(r\), the time is \(2\delta/r\), twice that result. The heating side contributes the fraction

\[
\frac{1/r_h}{1/r_h+1/r_c}=\frac{r_c}{r_h+r_c},
\]

so the slower ramp dominates.

Take round model parameters: \(T_p=1300\) K, \(r_h=250\) K/s, \(r_c=80\) K/s and \(E=3.5\) eV. With \(k_BT_p=0.11203\) eV,

\[
x=\frac{3.5}{0.11203}=31.24,\qquad
\delta=\frac{1300\ \text{K}}{31.24}=41.6\ \text{K}.
\]

The inverse rates add to \(1/250+1/80=0.0165\) s/K, hence

\[
t_{eq}\approx41.61\times0.0165\ \text{s}=0.687\ \text{s}.
\]

Direct integration over time gives 0.646 s. The leading formula is 6.2% too high relative to that value, and the next stage accounts for the difference.

The heating share is \(80/330=24\%\), so cooling supplies 76%. Doubling the cooling rate to 160 K/s halves the larger part and should remove 38% of the total. Direct integration indeed falls from 0.646 s to 0.402 s.

## Keeping the full Arrhenius exponent

For linear ramps the exponent need not be approximated. Introduce

\[
u=x\left(\frac{T_p}{T}-1\right),
\]

which is exactly the exponent in \(w=e^{-u}\). Solving for \(T\) and differentiating,

\[
T=\frac{T_p}{1+u/x},\qquad
dT=-\frac{T_p}{x}\frac{du}{(1+u/x)^2}=-\delta\,\frac{du}{(1+u/x)^2}.
\]

Going down from the peak, \(dt=-dT/r\) on the cooling side; the heating side gives the same positive element when its duration is counted away from the peak. If the ramps are extended to \(T=0\), \(u\) runs from 0 to infinity, and

\[
t_{eq}=\delta\left(\frac1{r_h}+\frac1{r_c}\right)F,
\qquad
F=\int_0^\infty\frac{e^{-u}}{(1+u/x)^2}\,du .
\]

The substitution \(y=1+u/x\) turns this into \(F=x e^xE_2(x)\), where \(E_2(x)=\int_1^\infty e^{-xy}y^{-2}dy\) is an exponential integral.

Simple bounds are more informative. For \(v>0\),

\[
1-2v<\frac1{(1+v)^2}<1-2v+3v^2 .
\]

To verify them, multiply the outer expressions by \((1+v)^2=1+2v+v^2\):

\[
(1+v)^2(1-2v)=1-3v^2-2v^3<1,
\]
\[
(1+v)^2(1-2v+3v^2)=1+4v^3+3v^4>1 .
\]

Set \(v=u/x\), multiply by \(e^{-u}\) and integrate. Since \(\int_0^\infty u\,e^{-u}du=1\) and \(\int_0^\infty u^2e^{-u}du=2\),

\[
1-\frac2x<F<1-\frac2x+\frac6{x^2}.
\]

As \(x\to\infty\), both bounds tend to 1 and the leading formula is recovered. At finite \(x\) the formula overestimates, because \(F<1\): the true exponent \((\theta/\delta)(T_p/T)\) is larger than \(\theta/\delta\) everywhere below the peak.

In the example the bounds are 0.9360 and 0.9421, and direct integration gives \(F=0.9415\). Using the factor \(1-2/x\) alone gives \(t_{eq}=0.643\) s, within 1% of the directly integrated 0.646 s. The bounds and the closed form were also tested against time integration at activation energies from 2 to 35 eV.

## Where the ramps may begin and end

Real ramps do not start at absolute zero. If both end at \(T_0\), the integral for \(F\) stops at \(u_0=x(T_p/T_0-1)\). Beyond that point \(1+u/x\ge T_p/T_0\), so the missing part satisfies

\[
0<\Delta F=\int_{u_0}^\infty\frac{e^{-u}}{(1+u/x)^2}\,du
<\left(\frac{T_0}{T_p}\right)^2e^{-u_0}.
\]

For \(T_0=900\) K this bound is \(4.5\times10^{-7}\). Starting at 900 K instead of a lower temperature has no practical effect here.

It is also useful to know how much of the curve must be controlled. At a depth \(3\delta\), with \(x>3\), the temperature is \(T_p(1-3/x)\), and

\[
u_3=x\left(\frac1{1-3/x}-1\right)=\frac3{1-3/x}>3 .
\]

Write \(g(u)=(1+u/x)^{-2}\), a decreasing function. Shifting the variable by \(u_3\) gives

\[
\int_{u_3}^\infty e^{-u}g(u)\,du
=e^{-u_3}\int_0^\infty e^{-q}g(u_3+q)\,dq
<e^{-u_3}F<e^{-3}F .
\]

Thus more than \(1-e^{-3}=95\%\) of the equivalent time comes from the top \(3\delta\), about 125 K in the example. The computed share is 97%. The ramps need to be linear over this range; their shape far below it has little influence, provided the sample does not linger there long enough to offset the small weight.

## A peak that is not quite sharp

A lamp and a wafer cannot reverse the temperature slope instantly. Let the slope change linearly in time from \(r_h\) to \(-r_c\) during an interval \(\tau\), and let \(T_p\) be the actual maximum. The curvature has magnitude

\[
a=\frac{r_h+r_c}{\tau}.
\]

The slope falls from \(r_h\) to zero in \(t_h=r_h/a\), and then from zero to \(-r_c\) in \(t_c=r_c/a\). These times add to \(\tau\). The heating part of the cap has depth \(d_h=r_ht_h/2\), since its mean slope is \(r_h/2\). A sharp ramp would cross the same depth in \(d_h/r_h=t_h/2\), so rounding adds a residence time \(t_h/2\). The cooling side adds \(t_c/2\), and the total is \(\tau/2\).

At each depth inside the cap the temperature changes more slowly than on the sharp ramp, so every contribution to the extra time is positive. Its weight is below 1 except at the peak itself. Therefore

\[
0<t_{eq}^{\text{round}}-t_{eq}^{\text{sharp}}<\frac{\tau}{2}.
\]

If the cap is shallow compared with \(\delta\), the weight is close to 1 throughout it and the difference approaches \(\tau/2\). "Sharp" therefore means \(\tau/2\ll t_{eq}\).

For \(\tau=0.2\) s the upper limit is 0.1 s, and the computed increase is 0.0945 s. It is close to the limit although the heating part of the cap is 19 K deep, not very small beside 41.6 K. The reason is where the extra time lies. At depth \(\theta\) the speed in a cap of depth \(d\) is \(r\sqrt{\theta/d}\), so the extra time per unit depth is \((\sqrt{d/\theta}-1)/r\). Its mean depth is

\[
\frac{\int_0^d\theta(\sqrt{d/\theta}-1)\,d\theta}
{\int_0^d(\sqrt{d/\theta}-1)\,d\theta}
=\frac{(2/3-1/2)d^2}{(2-1)d}=\frac d6 .
\]

On the heating side this is about 3 K, where the weight is still near 1. The rounded peak has \(t_{eq}=0.741\) s, 15% above the sharp one. In this case the rounding matters more than the \(2/x\) correction. The bound \(\tau/2\) and these numbers belong to a slope that changes linearly in time. A thermal lag that lets the slope relax exponentially from \(r_h\) to \(-r_c\) rounds the peak more for the same nominal time: with a time constant of 0.2 s and the same maximum, \(t_{eq}\) is about 0.98 s, some 50% above the sharp value. For real equipment the measured top of the curve should be integrated.

The opposite limit is a broad cap, with both depths much larger than \(\delta\). Then \(T\approx T_p-at^2/2\) throughout the important region, and at leading order

\[
t_{eq}\approx\int_{-\infty}^{\infty}e^{-at^2/(2\delta)}\,dt
=\sqrt{\frac{2\pi\delta}{a}} .
\]

The time now varies as \(\sqrt\delta\) instead of \(\delta\), and the sum of inverse rates no longer describes it.

## A ramp that is not quite linear

Suppose the cooling speed is \(r_c(T/T_p)^m\), so that \(r_c\) is the speed at the peak. The case \(m=4\) describes radiative loss with constant emissivity and heat capacity when radiation received from the surroundings is neglected. Since \(T/T_p=(1+u/x)^{-1}\), dividing by the speed multiplies the earlier integrand by \((1+u/x)^m\):

\[
t_{cool}=\frac{\delta}{r_c}\int_0^\infty e^{-u}\left(1+\frac ux\right)^{m-2}du
=\frac{\delta}{r_c}\left[1+\frac{m-2}{x}+O\!\left(\frac1{x^2}\right)\right].
\]

The leading term contains the slope at the peak and nothing else about the ramp. The first correction depends on its curvature. For \(m=0\) it is \(-2/x\), as before. For \(m=2\) the integral equals 1, because \(1/T\) is then linear in time and the weight is a pure exponential. For \(m=4\),

\[
t_{cool}=\frac{\delta}{r_c}\left(1+\frac2x+\frac2{x^2}\right),
\]

and the correction has changed sign. A time integration of this cooling law gives the factor 1.066, in agreement. With the linear heating ramp retained, the total is

\[
\frac{41.61}{250}\times0.9415\ \text{s}+\frac{41.61}{80}\times1.066\ \text{s}=0.71\ \text{s}.
\]

The leading value of 0.687 s is now slightly low. The factor \(1-2/x\) should therefore be applied when the ramps are known to be linear, not as a general improvement.

## Using the time, and where it stops being common

Let the diffusivity prefactor be 1 cm²/s. At the peak, \(D=e^{-31.243}\) cm²/s \(=2.70\times10^{-14}\) cm²/s. For the sharp linear spike,

\[
\sqrt{D\,t_{eq}}=\sqrt{2.70\times10^{-14}\times0.6464}\ \text{cm}
=1.32\times10^{-7}\ \text{cm}=1.32\ \text{nm}.
\]

The leading formula gives 1.36 nm; the square root halves its relative error. A Gaussian profile with an initial standard deviation of 2 nm has its variance increased by \(2Dt_{eq}\), so its final standard deviation is

\[
\sqrt{2^2+2\times1.321^2}\ \text{nm}=2.74\ \text{nm}.
\]

Solving the diffusion equation through the spike reproduces this isothermal profile to within \(10^{-4}\) of the initial maximum. A second-order reaction with peak rate constant 2 s⁻¹, starting from \(X=1\), provides a different test. Isothermally, \(X=1/(1+2\times0.6464)=0.436\), and integration through the spike gives the same value.

The equivalent time belongs to one activation energy. In the same spike, direct integration gives 1.09 s for 2 eV and 0.46 s for 5 eV. A lower barrier has a larger \(\delta\) and remains active over more of the ramps. If two such processes compete, for example defect removal and dopant diffusion, no single hold at \(T_p\) reproduces both integrals. If the processes are independent, each is still fixed by its own equivalent time, and a single hold at a lower temperature can match both integrals (about 1.92 s at 1260 K for 2 and 5 eV). If they are coupled, as when one consumes the species the other needs or the defects set the diffusivity, the order of events matters and the rates must be followed along the temperature curve.

The peak temperature needs more care than the time. Near \(T_p\), the rate changes by a factor of about \(e^{\Delta T/\delta}\) when the peak shifts by \(\Delta T\). In the example, a peak 10 K higher raises it by about 27% and a peak 10 K lower reduces it by about 21.5%; either change is several times the 6% error of the leading formula.

## Computed values

```
Peak temperature: 1300 K
Start and end temperature: 900 K
Heating rate: 250 K/s
Cooling rate: 80 K/s
Activation energy: 3.5 eV
Thermal energy kB*Tp: 0.11203 eV
x = E/(kB*Tp): 31.243
Width delta = kB*Tp^2/E: 41.61 K
Sum of inverse rates: 0.0165 s/K
Equivalent time, leading formula: 0.6866 s
Equivalent time, with factor 1-2/x: 0.6426 s
Equivalent time, direct integration: 0.6464 s
Leading formula, excess over direct: 6.22 %
Lower bound on F, 1-2/x: 0.93599
F from direct integration: 0.94145
Upper bound on F, 1-2/x+6/x^2: 0.94213
Bound on loss in F from finite start: 4.5e-07
Heating share of equivalent time: 24.24 %
Share from top three widths: 97.03 %
Lower bound on that share, 1-exp(-3): 95.02 %
Duration of whole spike: 6.60 s
E = 2.0 eV: leading 1.2015 s, direct 1.0853 s
E = 3.5 eV: leading 0.6866 s, direct 0.6464 s
E = 5.0 eV: leading 0.4806 s, direct 0.4604 s
Doubled cooling rate: 160 K/s
Doubled cooling rate, leading: 0.4265 s
Doubled cooling rate, direct: 0.4015 s
Rounding time tau: 0.20 s
Rounded peak, direct: 0.7409 s
Extra time from rounding: 0.0945 s (upper limit 0.1000 s)
Extra/(tau/2) for tau = 0.01 s: 0.9970
Cooling factor for T^4 cooling law: 1.06606
Reaction rate constant at peak: 2.0 1/s
Second-order reaction, left after spike: 0.43616
Same, isothermal for direct time: 0.43616
Same, isothermal for leading time: 0.42139
Diffusion prefactor D0: 1.0 cm^2/s
Diffusivity at peak: 2.700e-14 cm^2/s
Diffusion length sqrt(D*t), leading: 1.362 nm
Diffusion length sqrt(D*t), direct: 1.321 nm
Initial Gaussian standard deviation: 2.0 nm
Final standard deviation, isothermal: 2.737 nm
Largest profile difference / initial maximum: 5.8e-05
```
